\section*{Factoring 35 with Four Probabilistic Bits and a Squared-Error Energy}

\section{Problem}

Two odd numbers of at most three binary digits are encoded by four bits $a,b,c,d\in\{0,1\}$:
\begin{equation}
X=1+2a+4b,\qquad Y=1+2c+4d .
\label{eq:enc}
\end{equation}
The last digit of each number is fixed at 1 because the number is odd. Leading zeros are allowed, so $X$ and $Y$ each run over $1,3,5,7$. The search for factors of 35 is turned into the minimization of the dimensionless energy
\begin{equation}
E=(XY-35)^2 .
\label{eq:E}
\end{equation}

\begin{enumerate}
\item Find all global minima of $E$, and decide whether a search by single bit flips can be trapped elsewhere.
\item Write $E$ as a polynomial in the bits and in the spins $s=2\,\mathrm{bit}-1=\pm1$. What is the highest order of interaction, and how large is it?
\item Can the highest-order terms be dropped, or replaced by pair interactions?
\item The bits are realized by fluctuating magnetic tunnel junctions that sample the law $e^{-\beta E}/Z$ with $\beta=1/50$. How often does a reading show a correct factorization, and how much do the imperfections of the circuit change this?
\end{enumerate}

\section{First estimate by scaling}

In spin variables $a=(1+s_a)/2$ and $b=(1+s_b)/2$, so that
\begin{equation}
X=1+(1+s_a)+2(1+s_b)=4+s_a+2s_b ,
\label{eq:Xs}
\end{equation}
and likewise $Y=4+s_c+2s_d$. Each factor has the mean 4. Relative to this mean, the small bit swings it by $\delta=1/4$ and the large bit by $\delta=1/2$.

The part of $E$ of highest degree is $(XY)^2$, whose typical size is $4^4=256$. A crude estimate of the coupling among a group of spins multiplies this size by the relative swing of each member. For all four spins it gives
\begin{equation}
|J_{abcd}|\sim 256\cdot\tfrac14\cdot\tfrac12\cdot\tfrac14\cdot\tfrac12=4 .
\label{eq:est4}
\end{equation}
The estimate ignores numerical factors from squaring and any cancellation against the term $-70XY$ in $E$.

The success rate can be estimated in the same spirit. Near a solution both factors are about $\sqrt{35}$. Flipping a small bit changes one factor by 2, hence the product by about $2\sqrt{35}$ and the energy by
\begin{equation}
\Delta\sim(2\sqrt{35})^2=140 .
\end{equation}
If there are two solutions, which differ by the exchange of the factors, and about two such excited states, then
\begin{equation}
P_{\rm sol}\sim\frac{2}{2+2e^{-140/50}}=\frac{1}{1+0.061}\approx0.94 .
\label{eq:estP}
\end{equation}

\section{Exact solution}

\subsection{Minima and landscape}

A square is never negative, and $E=0$ holds if and only if $XY=35$. Since $35=5\cdot7$ with both factors prime, the values available to $X$ and $Y$ leave two states:
\begin{equation}
(X,Y)=(5,7):\ abcd=0111,\qquad (X,Y)=(7,5):\ abcd=1101 .
\end{equation}
The sixteen energies are
\begin{center}
\begin{tabular}{c|rrrr}
$X\backslash Y$ & 1 & 3 & 5 & 7\\ \hline
1 & 1156 & 1024 & 900 & 784\\
3 & 1024 & 676 & 400 & 196\\
5 & 900 & 400 & 100 & 0\\
7 & 784 & 196 & 0 & 196
\end{tabular}
\end{center}

A flip of the small bit exchanges $1\leftrightarrow3$ or $5\leftrightarrow7$; a flip of the large bit exchanges $1\leftrightarrow5$ or $3\leftrightarrow7$. Going through the table with these moves shows that the two solutions are the only states lower than all their neighbours. The states $(3,7)$ and $(7,3)$ are flat exceptions. The neighbours of $(3,7)$ have energies 784, 400, 676 and, at $(7,7)$, 196, equal to its own. A search that accepts flat moves reaches $(7,7)$ and from there goes down to a solution. A search that demands a strict decrease stays stuck at $(3,7)$.

To pass between the solutions one must leave $(5,7)$, whose neighbours have energies 100, 196, 400 and 784. The highest point of any path is therefore at least 100. The path $(5,7)\to(5,5)\to(7,5)$ attains this value, so the barrier is 100.

\subsection{The couplings}

Expand the square:
\begin{equation}
E=X^2Y^2-70XY+1225 .
\label{eq:exp}
\end{equation}
Because $a^2=a$ and $b^2=b$ for bits,
\begin{align}
X^2&=1+4a^2+16b^2+4a+8b+16ab\nonumber\\
&=1+8a+24b+16ab .
\label{eq:X2b}
\end{align}
For spins $s^2=1$, and \eqref{eq:Xs} gives
\begin{align}
X^2&=16+s_a^2+4s_b^2+8s_a+16s_b+4s_as_b\nonumber\\
&=21+8s_a+16s_b+4s_as_b .
\label{eq:X2s}
\end{align}
The expressions for $Y^2$ follow by $a\to c$, $b\to d$.

The product $XY$ contains at most one variable from each factor, so the three- and four-body terms of $E$ come from $X^2Y^2$ alone. The four-body term is
\begin{equation}
16ab\cdot16cd=256\,abcd
\quad\text{or}\quad
4s_as_b\cdot4s_cs_d=16\,s_as_bs_cs_d .
\label{eq:four}
\end{equation}
The two numbers agree: each bit contributes a factor $1/2$ when written in spins, and $256/2^4=16$.

The remaining spin couplings follow in the same way. Let $v=1$ for a small bit and $v=2$ for a large one. The linear terms are $v\,s$ in $X$ or $Y$ and $8v\,s$ in its square. Then
\begin{align}
\text{constant:}&\quad 21^2-70\cdot4^2+1225=546,\\
\text{single spin:}&\quad 8v\cdot21-70\cdot4v=-112\,v,\\
\text{pair in one factor:}&\quad 4\cdot21=84,\\
\text{pair across factors:}&\quad (8v)(8v')-70vv'=-6\,vv',\label{eq:cross}\\
\text{three spins:}&\quad 4\cdot8v=32\,v .
\end{align}
In the last line $v$ belongs to the spin that stands alone in its factor. Thus $J_{abc}=J_{acd}=32$ and $J_{abd}=J_{bcd}=64$. Since the number 35 enters through $-70XY$ and the constant, the three- and four-body couplings would be the same for any other target number in this encoding.

The four-bit term cannot be an artefact of the way the polynomial is written. Sum $E$ over all states with the sign $+$ for an even and $-$ for an odd number of ones. A monomial that lacks some bit takes equal values for both settings of that bit, and these cancel. Only the coefficient of $abcd$ survives. In the table, the sign is $+$ when $X$ and $Y$ both lie in $\{1,7\}$ or both in $\{3,5\}$, and $-$ otherwise:
\begin{equation}
(2920+1576)-(2120+2120)=256 .
\end{equation}
No function of these four bits with one-, two- and three-bit terms alone can equal $E$.

\subsection{Dropping or replacing the high orders}

That the energy contains a four-body term does not mean that the solutions need it. Without the spin term \eqref{eq:four} the energy is $E-16\,s_as_bs_cs_d$. Both solutions contain a single zero, so their spin product is $-1$ and their energy becomes 16. Every other state keeps at least $100-16=84$. The minima survive.

The same cut in the bit form fails. The term $256\,abcd$ acts on the state 1111 alone, which is $(7,7)$; without it that state has the energy $196-256=-60$ and becomes the minimum. The two cuts differ because $s_as_bs_cs_d$, written in bits, also contains lower orders.

Now drop the three-body spin terms as well. Products of different sets of spins are orthogonal when summed over the sixteen states, so this cut is the best pairwise approximation to $E$ in the least-squares sense with equal weights. Its root-mean-square error is
\begin{equation}
\sqrt{2\cdot32^2+2\cdot64^2+16^2}\approx102 ,
\end{equation}
as large as the smallest excitation energy. At $(7,7)$, where all spins are $+1$, the pairwise energy is
\begin{equation}
546-672+168-54=-12,
\end{equation}
where $-672$ is the sum of the fields, $168=2\cdot84$, and $-54=-6(1+2+2+4)$. At $(5,7)$ only $s_a$ is reversed. The fields sum to $-448$, the two pairs within factors cancel, and the cross pairs give $-6(-1-2+2+4)=-18$:
\begin{equation}
546-448+0-18=80 .
\end{equation}
The minimum of the best pairwise fit is the wrong answer $7\cdot7$.

A different pairwise energy on four bits does have the right minima:
\begin{equation}
(a+c-1)^2+(1-b)+(1-d) .
\end{equation}
It vanishes for $b=d=1$ and $a+c=1$. It follows from arithmetic on the number 35. Since $35>3\cdot7$, neither factor can be 3 or less, so $b=d=1$. On division by 4, $XY$ leaves the same remainder as $1+2(a+c)$, and 35 leaves 3, so $a+c$ is odd and equals 1. These deductions already fix the factors up to their exchange and leave nothing for the search to find.

Pair interactions suffice without such prior deductions if two auxiliary bits $p$ and $q$ stand for $ab$ and $cd$. Put $Q_X=1+8a+24b+16p$ and $Q_Y=1+8c+24d+16q$, and take
\begin{equation}
E_6=Q_XQ_Y-70XY+1225+M(g_{ab,p}+g_{cd,q}),
\end{equation}
with the penalty
\begin{equation}
g_{ab,p}=ab-2p(a+b)+3p .
\end{equation}
For $p=0$ the penalty is $ab$. For $p=1$ it is 3, 1 or 0 when $a+b$ is 0, 1 or 2. It vanishes if and only if $p=ab$, and is at least 1 otherwise. Every term of $E_6$ contains at most two bits.

How large must $M$ be? Write $p=ab+\delta$ and $q=cd+\epsilon$ with $\delta,\epsilon\in\{-1,0,1\}$. Then $Q_X=X^2+16\delta$, $Q_Y=Y^2+16\epsilon$, and
\begin{equation}
Q_XQ_Y-X^2Y^2=16\,\delta\,Q_Y+16\,\epsilon\,X^2 .
\label{eq:shift}
\end{equation}
Since $1\le Q_Y\le49$ and $X^2\le49$, each wrong auxiliary bit lowers the energy by at most $16\cdot49=784$. With $M=784$ the penalties make up for this, so $E_6\ge E\ge0$. A wrong auxiliary bit can lower the energy at a solution by at most $16\cdot25=400$, less than its penalty, so no further zeros arise. The minima of $E_6$ are the two solutions with correct auxiliary bits.

This $M$ is sufficient but not necessary. Evaluating all 64 states shows that every state with a wrong auxiliary bit lies above the solutions as soon as $M>588$. The critical state is $(7,7)$ with one auxiliary bit wrong, at $196-784=-588$ before the penalty.

\subsection{Sampling with probabilistic bits}

Let $E_\pm$ be the energies with $s_i=\pm1$ and the other spins held fixed. Since $E$ is linear in each spin, the input
\begin{equation}
I_i=-\frac{\partial E}{\partial s_i}=-\frac{E_+-E_-}{2}
\end{equation}
does not depend on $s_i$ itself. For the law $e^{-\beta E}/Z$, the probability of $s_i=+1$ given the others is
\begin{equation}
\frac{e^{-\beta E_+}}{e^{-\beta E_+}+e^{-\beta E_-}}
=\frac{1}{1+e^{-2\beta I_i}}
=\frac{1+\tanh\beta I_i}{2} .
\label{eq:pbit}
\end{equation}
Redrawing one bit with this probability leaves the law unchanged, because the bit is replaced by a fresh sample from its own conditional distribution. Every flip has a positive probability, so all states are connected and the stationary law is unique.

From the energy table,
\begin{equation}
Z=2+e^{-100\beta}+3e^{-196\beta}+2e^{-400\beta}+\dots,\qquad P_{\rm sol}=\frac2Z .
\label{eq:Z}
\end{equation}
For $\beta\to0$ all states are equally likely and $P_{\rm sol}=2/16$. For large $\beta$ the failure probability tends to $e^{-100\beta}/2$, which belongs to the state $(5,5)$; the price is slow passage over the barrier of 100. At $\beta=1/50$,
\begin{equation}
P_{\rm sol}=\frac{2}{2+0.1353+0.0595+0.0007}=0.911 .
\end{equation}
The state $(5,5)$ takes 0.062 and $(7,7)$ takes 0.009.

The argument above requires that the bits be updated one at a time. If all four are redrawn together from the same old state, $P_{\rm sol}$ falls to 0.364 and $(7,7)$ rises to 0.295. The reason can be followed from \eqref{eq:pbit}. At $(7,7)$ each small bit would gain 196 by flipping, and does so with probability $1/(1+e^{-3.92})=0.98$. One flip would give a solution, but both occur together with probability 0.96. The large bits see no energy difference there and are set at random. The result is one of $(5,5)$, $(1,5)$, $(5,1)$ and $(1,1)$, and in each of these every bit that is 0 is driven towards 1. All of them rise at once, and the system returns to $(7,7)$ with high probability.

\section{Comparison of estimate and solution}

\begin{center}
\begin{tabular}{lrr}
Spin coupling & estimate of $|J|$ & exact $J$\\ \hline
$a$ & 64 & $-112$\\
$ab$ & 32 & 84\\
$ac$ & 16 & $-6$\\
$abc$ & 8 & 32\\
$abcd$ & 4 & 16
\end{tabular}
\end{center}

The scaling estimate is low by a factor of 4 for the three- and four-body couplings. The source is the square: with $x=s_a/4+s_b/2$ one has $X^2=16(1+2x+x^2)$, where the linear terms and the cross term $s_as_b$ each carry a factor 2. One such factor from $X^2$ and one from $Y^2$ make 4.

For $ac$ the estimate is too high, because \eqref{eq:cross} is the small difference of 64 and 70. For a target $N$ the difference is $64-2N$, so the cancellation occurs for targets near 32. It leaves the pair coupling between the small bits of the two factors weaker than the four-body coupling, although the estimate ranks them the other way round. The order of a term alone therefore does not tell how large it is. That the minima survive without the four-body spin term follows from the energies, not from its order.

The estimated success rate of 0.94 compares with the exact 0.911. The assumed excitation energy of 140 lies between the actual 100 of $(5,5)$ and 196 of $(7,7)$. The exponential gives the lower state more weight than the average suggests, and the estimate leaves out $(3,7)$ and $(7,3)$.

\section{The circuit in volts and microseconds}

Let the mean state of each junction follow $\tanh(V_i/V_0)$ with $V_0=50$~mV. The required drive is
\begin{equation}
V_i=V_0\,\beta I_i=(1\ \text{mV})\,I_i .
\end{equation}
The four-body coupling contributes 16~mV. The largest drive is 400~mV: at $Y=5$ the step from $X=1$ to $X=5$ lowers the energy from 900 to 100, so $I_b=400$. The following changes are made one at a time, with the other settings held fixed.

\textit{Delay.} Take a correlation time of 100~$\mu$s at zero drive and an interconnect that refreshes the displayed state as a whole at random times, on average 1~$\mu$s apart. If the junctions are redrawn at a constant rate, $P_{\rm sol}$ is 0.909. If they switch by thermal activation, with rates proportional to $e^{-s_iV_i/V_0}$, it is 0.910.

\textit{Limited driver.} Clipping the drive at $\pm200$~mV gives 0.910 if the junctions are redrawn at a constant rate, and 0.903 if they switch by thermal activation. At the limit a bit redrawn at a constant rate takes the wrong value with a probability of only $1/(1+e^{8})\approx3\times10^{-4}$, so little changes. With thermal activation the loss appears mainly in the states $(3,7)$ and $(7,3)$, whose joint share rises from 0.018 to 0.026. These two figures assume a barrier that changes linearly with the drive, which is only approximate when the drive shifts it by several $k_BT$. For a barrier of $11.5\,k_BT$ that varies as $(1\pm h)^2$ with the reduced drive $h$, the success rate is 0.905 and the joint share 0.024.

\textit{Offset.} An offset of $+10$~mV on bit $a$ multiplies the weights of states with $s_a=\pm1$ by $e^{\pm0.2}$. The solutions are then no longer equally likely: $(7,5)$ appears $e^{0.4}=1.49$ times as often as $(5,7)$. The total success rises slightly, to 0.917, because the most frequent wrong state, $(5,5)$, has $a=0$ and loses weight. An offset of the opposite sign favours $(5,5)$ and lowers the total.

\textit{Temperature.} If $V_0$ is proportional to temperature and the drive was set at 300~K, then at 330~K $\beta$ is effectively divided by 1.1 and $P_{\rm sol}$ falls to 0.889. If the correlation time is written as 1~ns times the Arrhenius factor, 100~$\mu$s corresponds to a magnetic barrier of $k_BT\ln10^5\approx0.30$~eV; if that product is the dwell time in each state, which is twice the correlation time, the barrier is 0.32~eV. If this barrier is fixed, the correlation time shrinks to 35~$\mu$s at 330~K, and a given delay weighs more.

\textit{Coupling errors.} Let every coupling be wrong by at most a fraction $\eta$ of itself. The states $(5,5)$ and $(5,7)$ differ in $s_c$ alone, so their energy difference involves twice each coupling that contains $c$. These have the absolute sum
\begin{equation}
112+84+6+12+32+32+64+16=358 .
\end{equation}
In the worst case the gap of 100 closes at $\eta=100/716=14\%$. Comparing all wrong states with both solutions gives no smaller value. Below 14\% every wrong state stays above both solutions, though the solutions may split and the success rate may drop.

The voltage scale, the times and the temperature are rough values for circuits with low-barrier tunnel junctions, whose correlation times differ by orders of magnitude from device to device. Real junctions depart from the assumption of identical, centred response curves. An offset on a small bit mainly biases the choice between the two solutions; an offset on a large bit leaves them equally likely, because both have $b=d=1$. Unequal slopes can matter more: if the drive of bit $a$ alone is 20\% too weak, $P_{\rm sol}$ falls to 0.884 for junctions redrawn at a constant rate. Among the cases of delay, clipping, offset and temperature computed above, the 30~K rise lowers the success rate most, by about 0.02; coupling errors can cost more, since errors of 5\% in all couplings with unfavourable signs lower it to 0.85 and errors of 10\% to 0.75. A response that is not a hyperbolic tangent, and several imperfections acting together, are outside these figures. With sixteen states the answer can be read from a table, so the example shows how the couplings arise and claims no gain in speed. The full list of couplings in both forms stands in the numerical output.

\section*{Computed results}
\begin{verbatim}
Energies (dimensionless), columns Y = 1, 3, 5, 7
  X = 1:  1156  1024   900   784
  X = 3:  1024   676   400   196
  X = 5:   900   400   100     0
  X = 7:   784   196     0   196
Minimum: abcd = 0111, X = 5, Y = 7, E = 0
Minimum: abcd = 1101, X = 7, Y = 5, E = 0
Couplings (dimensionless): term, spin form, bit form
  1        546    1156
  a       -112    -132
  b       -224    -256
  c       -112    -132
  d       -224    -256
  ab        84      16
  ac        -6    -216
  ad       -12    -368
  bc       -12    -368
  bd       -24    -544
  cd        84      16
  abc       32     128
  abd       64     384
  acd       32     128
  bcd       64     384
  abcd      16     256
Best pairwise fit: rms error 102.45, minimum at [(7, 7)]
  its energy at (7,7): -12.0, at (5,7): 80.0
Best three-body fit: rms error 16.00
Four-body term dropped, spin form: minima [(5, 7), (7, 5)]
Four-body term dropped, bit form: minimum [(7, 7)], E = -60
Flat non-strict minima: [(3, 7), (7, 3)]
Highest energy on best path between solutions: 100
Six-bit pairwise form: M used 784, M must exceed 588
Voltage scale V0 = 50 mV, beta = 0.020 per energy unit
Four-body coupling as voltage: 16.0 mV
Largest drive voltage: 400 mV
Probability of a solution, one bit at a time: 0.9109
  of (5,5): 0.0616, of (7,7): 0.0090
All bits updated together: 0.3644
  then (5,5): 0.1155, (7,7): 0.2952
Correlation time 100 us, interconnect delay 1 us
Solution probability with delay, resampling: 0.9089
Solution probability with delay, activated: 0.9103
Driver limited to +-200 mV: 0.9103
Offset 10 mV on bit a: 0.9172, ratio (7,5)/(5,7) = 1.492
At 330 K instead of 300 K: 0.8894
Magnet barrier 0.298 eV (attempt time 1 ns)
Correlation time at 330 K: 35.1 us
Safe relative coupling error: 14.0 %
\end{verbatim}
